# Arrival times of a ballistic heat pulse along [100] in silicon

## The problem

A silicon crystal is 5.0 mm thick, with both faces perpendicular to [100]. It is held near 1 K. A small metal film on one face is heated to 10 K for a very short time, and a small detector sits directly opposite. At these temperatures most of the emitted phonons cross without scattering. The detector therefore sees separate signals from longitudinal and transverse phonons, not a slow diffusive rise.

The inputs are rounded, typical low-temperature values:

$$C_{11}=167\ \text{GPa},\quad C_{12}=65\ \text{GPa},\quad C_{44}=80\ \text{GPa},\quad \rho=2330\ \text{kg/m}^3 .$$

When does the longitudinal signal arrive, and when does the transverse signal begin? Treat heater and detector as points and the crystal as a linear elastic continuum.

## A tempting solution

A longitudinal wave along a cube axis stretches the crystal along that axis with no sideways strain. The stiffness for this is $C_{11}$, so

$$v_L=\sqrt{C_{11}/\rho}=8466\ \text{m/s},\qquad t_L=L/v_L=590.6\ \text{ns}.$$

A transverse wave is governed by the shear modulus. For an elastic solid the shear modulus is $(C_{11}-C_{12})/2=51$ GPa, so

$$v_T=\sqrt{\frac{C_{11}-C_{12}}{2\rho}}=4679\ \text{m/s},\qquad t_T=1068.7\ \text{ns}.$$

## Where it fails

The longitudinal half is right. The transverse half uses a relation that belongs to isotropic solids, where $C_{44}=(C_{11}-C_{12})/2$. Here the two sides are 80 and 51 GPa. Silicon has more than one shear stiffness, and the direction and polarization of the wave decide which one acts.

There is a second gap. Heat travels with the group velocity, which in an anisotropic crystal need not be parallel to the wavevector. One must ask whether phonons with other wavevectors also reach the detector, and whether any of them come first.

## The wave equation of a cubic crystal

Let $\mathbf u$ be the displacement and let $x,y,z$ lie along the cube axes. The stresses that push on the $x$ component are

$$\sigma_{xx}=C_{11}\partial_xu_x+C_{12}(\partial_yu_y+\partial_zu_z),\qquad \sigma_{xy}=C_{44}(\partial_xu_y+\partial_yu_x),$$

with $\sigma_{xz}$ formed in the same way. Newton's law, $\rho\ddot u_x=\partial_x\sigma_{xx}+\partial_y\sigma_{xy}+\partial_z\sigma_{xz}$, becomes

$$\rho\ddot u_x=C_{11}\partial_x^2u_x+C_{44}(\partial_y^2+\partial_z^2)u_x+(C_{12}+C_{44})\,\partial_x(\partial_yu_y+\partial_zu_z).$$

The other two components follow by exchanging axes. Insert a plane wave $\mathbf u=\mathbf e\,e^{i(k\mathbf n\cdot\mathbf r-\omega t)}$ with unit vector $\mathbf n$ and phase speed $v=\omega/k$. Each pair of space derivatives gives $-k^2n_in_j$ and the two time derivatives give $-\omega^2$. After division by $-k^2$,

$$\rho v^2\,\mathbf e=\Gamma\,\mathbf e,\qquad \Gamma_{ii}=C_{11}n_i^2+C_{44}(1-n_i^2),\qquad \Gamma_{ij}=(C_{12}+C_{44})n_in_j\ \ (i\neq j).$$

For $\mathbf n=[100]$ the off-diagonal elements vanish and $\Gamma$ has diagonal $(C_{11},C_{44},C_{44})$. There is one longitudinal wave, and there are two transverse waves with equal speeds:

$$v_L=\sqrt{C_{11}/\rho},\qquad v_T=\sqrt{C_{44}/\rho}.$$

The 51 GPa stiffness does occur in silicon, but for another direction. For $\mathbf n=[110]$, the $x,y$ block of $\Gamma$ has diagonal elements $(C_{11}+C_{44})/2$ and off-diagonal elements $(C_{12}+C_{44})/2$. Its lower eigenvalue is their difference, $(C_{11}-C_{12})/2$.

## Does the energy travel along [100]?

A wave packet moves with $\mathbf V=\nabla_{\mathbf k}\omega$. Tilt $\mathbf n$ slightly from [100], so that $n_y,n_z$ are small. The diagonal elements of $\Gamma$ change only to second order. The elements $\Gamma_{xy},\Gamma_{xz}$ are of first order, but they couple levels separated by $C_{11}-C_{44}$, so they shift the eigenvalues only to second order. The element $\Gamma_{yz}$, which couples the two equal transverse levels, is itself of second order. Hence $\omega$ has no term linear in $k_y$ or $k_z$. On the axis $\mathbf V$ points along [100] and its size equals the phase speed.

The axial phonons therefore arrive at

$$t_L=L\sqrt{\frac{\rho}{C_{11}}}=\frac{5.0\ \text{mm}}{8466\ \text{m/s}}=590.6\ \text{ns}=0.5906\ \mu\text{s},$$

$$t_T=L\sqrt{\frac{\rho}{C_{44}}}=\frac{5.0\ \text{mm}}{5860\ \text{m/s}}=853.3\ \text{ns}=0.8533\ \mu\text{s}.$$

They are 262.7 ns apart. The tempting solution put the transverse signal about 215 ns too late.

As a test, the elastic wave equation was integrated in time for a Gaussian displacement pulse of standard deviation 0.2 mm, without using the speed formulas. The pulse was plane and depended on $x$ only, so this test involves just $C_{11}$ and $C_{44}$: it checks the two axial speeds, not the direction of energy flow or the oblique arrivals treated below. The peaks passed the 5 mm point at 590.63 and 853.36 ns. Halving the mesh from 10 to 5 μm moved them by at most 0.18 ns.

## Transverse phonons that start obliquely

Now let $\mathbf n=(\cos\theta,\sin\theta,0)$, in the (001) plane. Since $\omega=k\,v(\theta)$, the group velocity has the component $v$ along $\mathbf n$ and $v'=dv/d\theta$ perpendicular to it. Its component across the crystal axis is

$$V_y=v\sin\theta+v'\cos\theta .$$

A phonon reaches the detector if $V_y=0$ and $V_x>0$. The axial phonon satisfies this at $\theta=0$. To look for other solutions, take the lower eigenvalue $\lambda=\rho v^2$ of the $x,y$ block, which obeys

$$\lambda=\Gamma_{yy}-\frac{\Gamma_{xy}^2}{\Gamma_{xx}-\lambda}.$$

To second order in $\theta$, $\Gamma_{yy}=C_{44}+(C_{11}-C_{44})\theta^2$ and $\Gamma_{xy}^2=(C_{12}+C_{44})^2\theta^2$, while the denominator may be replaced by $C_{11}-C_{44}$. Thus

$$\rho v^2=C_{44}+B\theta^2,\qquad B=(C_{11}-C_{44})-\frac{(C_{12}+C_{44})^2}{C_{11}-C_{44}}=87-\frac{145^2}{87}=-154.7\ \text{GPa}.$$

Taking the square root gives $v\simeq v_T(1+B\theta^2/2C_{44})$, so $v'\simeq v_TB\theta/C_{44}$ and

$$V_y\simeq v_T\left(1+\frac{B}{C_{44}}\right)\theta\simeq-0.93\,v_T\,\theta .$$

The minus sign means that when the wavevector tilts to one side, the energy goes to the other. At $\theta=45^\circ$, however, mirror symmetry puts $\mathbf V$ along [110], where $V_y>0$. Somewhere in between $V_y$ passes through zero again, and there an oblique phonon sends its energy straight along [100].

Numerically this happens at $\theta=23.7^\circ$. There $\Gamma_{xx}=152.9$, $\Gamma_{yy}=94.1$ and $\Gamma_{xy}=53.4$ GPa, so

$$\rho v^2=123.5-\sqrt{29.4^2+53.4^2}\simeq62.5\ \text{GPa},\qquad v\simeq5180\ \text{m/s}.$$

Because the component of $\mathbf V$ along $\mathbf n$ is $v$, and $\mathbf V$ points along $x$, we have $V\cos\theta=v$. The group speed is $V=5658$ m/s and the arrival time is 883.6 ns, which is 30.3 ns after the axial transverse phonon.

The delay has a clear origin. Define $s_x=\cos\theta/v$, the $x$ component of the slowness vector $\mathbf n/v$. When $V_y=0$, the arrival time is $L/V=Ls_x$. Its derivative along the branch is

$$\frac{ds_x}{d\theta}=-\frac{v\sin\theta+v'\cos\theta}{v^2}=-\frac{V_y}{v^2}.$$

Between the axis and the oblique solution $V_y$ is negative, so $s_x$ grows and the oblique phonon must come later.

A second family lies in the planes that contain [100] and a direction of type [011]. The same calculation applies with $\Gamma_{yy}$ replaced by the element for displacement along [011], which is $C_{44}\cos^2\theta+\tfrac12(C_{11}+C_{12}+2C_{44})\sin^2\theta$. The solution is at $\theta=18.2^\circ$, with group speed 5783 m/s and arrival at 864.6 ns, 11.3 ns after the first transverse signal.

A numerical search from 48 oblique starting directions on each transverse branch found these two families and no others, apart from copies related by symmetry. For the longitudinal branch, a scan over a wide grid of wavevector directions found that every phonon whose energy flows within 2° of [100] has a group speed within 0.5% of $v_L$, so no oblique longitudinal phonon arrives appreciably before the axial one. The value 853.3 ns is therefore the **onset** of the transverse signal at a point detector, and further transverse energy follows during the next 30 ns.

**The isotropic limit.** If $C_{44}=(C_{11}-C_{12})/2$, then $C_{12}+C_{44}=C_{11}-C_{44}$ and $B=0$. The energy then follows the wavevector, these oblique arrivals disappear, and the tempting solution becomes correct. The reversed tilt in the (001) plane requires $1+B/C_{44}<0$. Multiplying by $C_{44}(C_{11}-C_{44})$, which is positive here, turns this into

$$C_{11}(C_{11}-C_{44})<(C_{12}+C_{44})^2 .$$

For silicon the two sides are about 14 500 and 21 000 GPa².

## How far the continuum and ballistic assumptions hold

**Wavelength.** Suppose the heater emits a thermal spectrum proportional to $x^3/(e^x-1)$, with $x=h\nu/k_BT$. Setting the derivative to zero gives $3(e^x-1)=xe^x$, or $x=3(1-e^{-x})$, whose nonzero solution is $x=2.821$. At 10 K the dominant frequency is 0.588 THz. The wavelengths are 14.4 nm (longitudinal) and 10.0 nm (transverse), many times the lattice constant $a=0.543$ nm.

**Dispersion.** The leading correction to the continuum is $\omega=vk(1-\beta k^2)$. Differentiation gives the group speed $v(1-3\beta k^2)$, so the fractional delay is about $3\beta k^2$. To estimate $\beta$, let the curve pass through rough zone-edge frequencies of 12 THz (longitudinal) and 4.5 THz (transverse) at $k=2\pi/a$. The delays at the dominant frequency are then about 0.6 and 4.5 ns. These are estimates of size, not results of a phonon band calculation. The transverse value is probably too low, because the cubic law rises above 4.5 THz before it reaches the zone edge. Smooth curves with the same sound speed and edge frequency, but flat at the edge, give anywhere from about 6 to 16 ns, depending on their shape; among the shapes tried, those that stay at or below about 4.5 THz give 10 to 16 ns. Lower frequencies are delayed less, so the onset itself moves less than this.

**Mass disorder.** Natural silicon contains atoms of different mass, which scatter phonons. Let atom $n$ have mass $\bar m(1+\epsilon_n)$, with independent random $\epsilon_n$ of variance $g$. The extra inertia perturbs $\omega^2$ by $-\omega^2\epsilon_n$ at that site. Since $\delta(\omega^2)=2\omega\,\delta\omega$, the perturbation of the frequency is $-\omega\epsilon_n/2$. Between two plane-wave modes of a crystal with $N$ atoms, the mean squared matrix element is $\omega^2g|\mathbf e\cdot\mathbf e'|^2/4N$. The golden rule multiplies this by $2\pi$ and sums over final modes of equal frequency:

$$\frac1\tau=\frac{\pi}{2}\,g\,\omega^2\,\frac1N\sum_{\text{modes}}|\mathbf e\cdot\mathbf e'|^2\,\delta(\omega-\omega')=\frac{\pi}{6}\,V_0\,g\,\omega^2D(\omega).$$

Cubic symmetry makes the average of $|\mathbf e\cdot\mathbf e'|^2$ equal to 1/3. Here $V_0=a^3/8$ is the volume per atom and $D$ is the number of modes per volume and per unit $\omega$. Modes below $\omega$ fill the region $k<\omega/v$ of each branch, which gives $\omega^3S/6\pi^2$ modes per volume, where $S$ is the directional average of $\sum v^{-3}$ over the three branches. Hence $D=\omega^2S/2\pi^2$ and

$$\frac1\tau=\frac{V_0\,g\,S\,\omega^4}{12\pi}.$$

With $g=2.0\times10^{-4}$, computed from the rounded isotope shares listed in the program, and $S=1.46\times10^{-11}\ \text{s}^3/\text{m}^3$, the rate at the dominant frequency is $2.9\times10^5\ \text{s}^{-1}$. The unscattered fractions $e^{-t/\tau}$ are 0.84 for longitudinal and 0.78 for transverse phonons. Scattering lowers the peaks and feeds a late tail. At the dominant frequency most phonons are ballistic, but the rate grows as $\omega^4$, so the upper part of the thermal spectrum is scattered much more strongly. Over the whole assumed spectrum a little over 70% of the phonons cross unscattered, but they carry only a little over half of the emitted energy.

A hotter heater changes this quickly. At 20 K the dominant frequency doubles and the rate rises sixteenfold. The transverse exponent grows from about 0.25 to 4, and only about 2% of transverse phonons at the new dominant frequency cross unscattered, compared with about 6% of longitudinal ones.

## Finite devices and rounded inputs

A real heater and a real detector have finite width, so part of the signal travels between points that are not directly opposite. For a detector point 0.5 mm off axis along [010], the longitudinal signal comes 1.5 ns later and the upper transverse branch 4.3 ns later.

The lower transverse branch behaves differently. Its arrival time is $t=\mathbf s\cdot\mathbf R$, with $\mathbf s=\mathbf n/v$ and $\mathbf R$ the vector to the detector point, because $\mathbf R=\mathbf Vt$ and $\mathbf s\cdot\mathbf V=1$. As $\mathbf s$ moves along its branch, its change is perpendicular to $\mathbf V$, so $dt/dy=s_y\simeq\theta/v_T$. The reversed tilt gives $\theta\simeq-y/(0.93L)$, and integration yields

$$t-t_T\simeq-\frac{t_T}{2(0.93)}\left(\frac yL\right)^2\simeq-5\ \text{ns}\quad\text{at }y=0.5\ \text{mm}.$$

A wide detector can thus register transverse energy several nanoseconds before the on-axis onset. In the (001) plane the reversed ray angle is at most $6.8^\circ$, so this early arrival, and the formula for it, reach only about 0.6 mm from the axis. The oblique arrivals are more sensitive still. For the family at $\theta=23.7^\circ$, $s_y=\sin\theta/v$ is about 78 ns/mm, so a detector point only 0.2 mm off axis along [010] receives some of these phonons about 15 ns earlier and others about 16 ns later than a point on the axis. The finite duration of the heater pulse adds its own blur. A pulse of some tens of nanoseconds would merge the oblique arrivals with the axial one, yet leave the longitudinal and transverse signals well separated.

The inputs matter at a similar level. Since $t\propto C^{-1/2}$, raising $C_{11}$ by 1 GPa advances the longitudinal signal by 1.8 ns, and raising $C_{44}$ by 1 GPa advances the transverse one by 5.3 ns. With constants rounded to 1 GPa, the predictions are best quoted as about 0.59 and 0.85 μs. Phonon–phonon and surface scattering have been left out.

None of this describes heat crossing the same 5 mm in a chip at room temperature. There phonons scatter many times on the way, and with a thermal diffusivity of roughly 1 cm²/s the time scale $L^2/(\text{diffusivity})$ is a few tenths of a second. The other computed values are listed in the numerical output below.

## Values computed for the example and the checks

```
Crystal length: 5.0 mm
C11, C12, C44: 167, 65, 80 GPa
Density: 2330 kg/m^3
Longitudinal speed on [100]: 8466 m/s
Transverse speed on [100]: 5860 m/s
Longitudinal arrival: 590.6 ns = 0.5906 us
First transverse arrival: 853.3 ns = 0.8533 us
Separation of first arrivals: 262.7 ns
Ratio t_T/t_L: 1.4448
Simulated L arrival, fine mesh: 590.63 ns
Simulated T arrival, fine mesh: 853.36 ns
Largest simulation shift, 10 to 5 um mesh: 0.176 ns
Small-tilt coefficient of rho v^2: -154.7 GPa
Group tilt / wavevector tilt near axis: -0.932
Oblique T, (011)-type plane, wavevector tilt: 18.2 deg
  group speed along [100]: 5783 m/s
  arrival: 864.6 ns; after first T: 11.3 ns
Oblique T, (001)-type plane, wavevector tilt: 23.7 deg
  group speed along [100]: 5658 m/s
  arrival: 883.6 ns; after first T: 30.3 ns
Slow [110] shear speed (trap): 4679 m/s
Wrong T time from that speed: 1068.7 ns
L time change for +1 GPa in C11: -1.76 ns
T time change for +1 GPa in C44: -5.28 ns
Heater temperature: 10 K
Spectral peak x = h nu/(k_B T): 2.821
Dominant frequency: 0.588 THz
Dominant wavelengths L, T: 14.4, 10.0 nm
Lattice constant (rough input): 0.543 nm
Rough zone-edge frequencies L, T: 12.0, 4.5 THz
Dispersion delay estimate L: 0.58 ns
Dispersion delay estimate T: 4.47 ns
Natural mass variance g: 2.014e-04 (dimensionless)
Directional average S: 1.4595e-11 s^3/m^3
Relative mesh shift of S: 8.3e-05
Mass-disorder scattering rate: 2.905e+05 1/s
Unscattered fraction L, T: 0.842, 0.780
Detector offset: 0.5 mm
Offset delay L, upper T branch: 1.54, 4.26 ns
```
